The Krieger-Li-Iafrate potential from a constant energy denominator

**1. Definitions and conventions**

Consider N electrons of one spin in a single determinant of real, orthonormal orbitals φ_i. The orbitals are the N lowest eigenfunctions of a local one-electron Hamiltonian,

h φ_i = ε_i φ_i, h = −(ħ²/2m)∇² + v_s(r), (1)

and a gap separates the occupied levels from the empty ones. The spin density is n = Σ_i φ_i². Sums over i run over occupied orbitals unless stated otherwise. The Coulomb interaction is w(r,r') = e²/(4πε0|r−r'|), and the Fock exchange operator is

(K̂φ)(r) = −Σ_j φ_j(r) ∫ φ_j(r')φ(r') w(r,r') dr'. (2)

The orbital-specific exchange potential u_i is defined by u_i φ_i = K̂φ_i. It can diverge at a node of φ_i, but only the regular product φ_i²u_i = φ_i K̂φ_i will occur. A bar with an index denotes an average over one orbital density:

v̄_i = ∫ φ_i² v_x dr, ū_i = ∫ φ_i² u_i dr. (3)

The energy is that of Hartree-Fock theory, evaluated with the orbitals of (1). The exchange potential is what remains of v_s after the external and Hartree potentials are removed, v_x = v_s − v_ext − v_H. In a closed shell v_H contains both spins, and every formula below holds for each spin separately.

**2. The optimized-effective-potential equation**

The optimized effective potential (OEP) makes the energy stationary with respect to v_s. The exchange energy ½Σ_i⟨i|K̂|i⟩ contains each orbital in four equivalent places, so its variation is 2Σ_i⟨δφ_i|K̂|φ_i⟩. The one-electron and Hartree terms also give a factor 2 for real orbitals. Therefore

δE = 2Σ_i ∫ δφ_i [−(ħ²/2m)∇² + v_ext + v_H + K̂] φ_i dr. (4)

The bracket equals h − v_x + K̂. Acting on φ_i, its first term gives ε_iφ_i, which drops out because normalization makes δφ_i orthogonal to φ_i. What remains is

δE = 2Σ_i ∫ δφ_i (K̂ − v_x) φ_i dr. (5)

First-order perturbation theory supplies the orbital response, with j running over all other orbitals, occupied and empty:

δφ_i = Σ_{j≠i} φ_j ⟨j|δv_s|i⟩/(ε_i − ε_j). (6)

Insert (6) into (5) and read off the coefficient of δv_s(r):

δE/δv_s(r) = 2Σ_i φ_i(r)ψ_i(r), (7)

ψ_i = Σ_{j≠i} φ_j ⟨j|K̂ − v_x|i⟩/(ε_i − ε_j). (8)

The OEP equation is thus

Σ_i φ_i(r)ψ_i(r) = 0. (9)

Pairs in which both i and j are occupied cancel in (9). The matrix element is symmetric in i and j, the product φ_iφ_j is symmetric, and the denominator changes sign. This reflects the fact that a rotation among occupied orbitals leaves the determinant unchanged. The cancellation relies on the change of sign, which a single constant in place of ε_i − ε_j does not have.

**3. One constant for all denominators**

Now replace ε_i − ε_j by one constant Δ for every i and every j≠i, occupied j included. Completeness gives

Σ_{j≠i} φ_j(r)φ_j(r') = δ(r−r') − φ_i(r)φ_i(r'), (10)

so that (8) becomes

ψ_i ≈ (1/Δ)[(K̂ − v_x)φ_i − φ_i(ū_i − v̄_i)]. (11)

Multiply by φ_i, sum over i and impose (9). The common factor 1/Δ drops out, whatever its size or sign:

Σ_i φ_i²[u_i − v_x − ū_i + v̄_i] = 0. (12)

Since v_x is the same function in every term, it is multiplied by n. Solving for it gives the Krieger-Li-Iafrate (KLI) potential,

v_x = (1/n) Σ_i φ_i²(u_i + c_i), c_i = v̄_i − ū_i. (13)

Had each orbital its own constant Δ_i, the weights φ_i² in (13) would become φ_i²/Δ_i, normalized by their sum. Equation (13) therefore requires a common constant.

The treatment of occupied pairs matters too. Suppose they are first removed, as (9) allows, and only the occupied-empty denominators are then set to Δ. The projector in (10) now excludes all occupied orbitals, and the same algebra gives

v_x = (1/n)[Σ_i φ_i²u_i + Σ_ij φ_iφ_j⟨j|v_x − K̂|i⟩]. (14)

This is the localized Hartree-Fock, or common-energy-denominator, potential. Its terms with i=j are the KLI shifts; those with i≠j are absent from KLI. The constant denominator thus leads to two different potentials, depending on whether it is introduced before or after the occupied pairs are cancelled.

**4. Linear equations for the shifts**

Equation (13) contains v_x on both sides, but on the right only through N numbers c_i. Define the Slater potential and the overlap matrix

v^S = (1/n)Σ_i φ_i²u_i, M_ji = ∫ φ_j²φ_i²/n dr. (15)

Multiply (13) by φ_j² and integrate:

v̄_j = v̄_j^S + Σ_i M_ji c_i. (16)

Subtracting ū_j from both sides turns the left side into c_j, hence

Σ_i (δ_ji − M_ji)c_i = v̄_j^S − ū_j. (17)

These N equations are not independent. Because Σ_i φ_i² = n, each row of M sums to one, so equal shifts c_i form a null vector of 1−M. To see whether there are others, use the row sums to write Σ_i x_i² = ½Σ_ij M_ij(x_i² + x_j²). Then

Σ_ij x_i(δ_ij − M_ij)x_j = ½Σ_ij M_ij(x_i − x_j)². (18)

This vanishes only if x_i = x_j for every overlapping pair. If all orbitals are linked through chains of overlaps, the uniform vector is the only null vector.

A solution exists because the right sides of (17) sum to zero: Σ_j v̄_j^S = ∫ n v^S dr = Σ_i ū_i. One shift may therefore be fixed and one equation dropped. The choice

c_HOMO = 0, that is v̄_HOMO = ū_HOMO, (19)

leaves N−1 equations with a positive definite matrix. If the system separates into distant fragments and each orbital stays on one of them, the overlaps between fragments tend to zero and a second eigenvalue of 1−M approaches zero. The relative shift of the fragments is then numerically ill conditioned. Orbitals spread equally over identical fragments keep their mutual overlap, so the problem need not arise there.

For one orbital per spin, (13) and (19) give v_x = u_1, which is minus the Hartree potential of that orbital's own density. The true OEP gives the same: (9) reads φ_1ψ_1 = 0, so ψ_1 = 0 and (K̂−v_x)φ_1 is proportional to φ_1. The approximation costs nothing in this limit.

**5. The outer region**

Suppose that far from a finite system the highest occupied orbital decays most slowly and alone makes up the density. Then φ_i²/n → 0 for all other orbitals, and (13) reduces to u_HOMO. In (2) the term j=HOMO survives, with a unit charge density:

v_x → −∫ φ_HOMO²(r') w(r,r') dr' → −e²/(4πε0 r). (20)

Without (19), the constant c_HOMO would be added. On a nodal surface of the HOMO the next orbital i takes over, and the limit there contains its shift c_i. Closer in, lower orbitals contribute both shifts and multipoles.

A one-dimensional example shows the approach to (20). Three lowest orbitals of one spin are computed on a lattice for a well 16 eV deep, with interaction e²/(4πε0√(x²+a²)) and a = 0.1 nm. The well covers 29 lattice points spaced 1/60 nm apart, which makes it effectively 0.483 nm wide. The well itself serves as v_s, and (13) is evaluated once with its orbitals, without self-consistency. On this lattice the HOMO lies at −6.51 eV. The ratio of the KLI potential to −e²/(4πε0x), with x measured from the centre, is 1.072 at 0.75 nm and 1.013 at 1.50 nm.

**6. What the constant discards**

With true denominators, applying ε_i − h to (8) cancels each denominator. Completeness then gives

(ε_i − h)ψ_i = (K̂ − v_x)φ_i + c_iφ_i. (21)

Multiply by φ_i, sum and solve for v_x:

v_x = (1/n)Σ_i φ_i²(u_i + c_i) − (1/n)Σ_i φ_i(ε_i − h)ψ_i. (22)

In the last sum, replace ε_iφ_i by hφ_i. The local potentials cancel, leaving

φ_i(ε_i − h)ψ_i = −(ħ²/2m)∇·(ψ_i∇φ_i − φ_i∇ψ_i). (23)

The gradient of (9) gives Σ_i φ_i∇ψ_i = −Σ_i ψ_i∇φ_i, so the two terms of (23) add after summation. The OEP potential is therefore

v_x = (1/n)Σ_i φ_i²(u_i + c_i) + (ħ²/mn)∇·Σ_i ψ_i∇φ_i, (24)

with the shifts of the OEP itself. KLI drops the last term. Multiplied by n, that term is a divergence, so its density-weighted mean vanishes for a bound system. Its averages over single orbital densities need not vanish, and through them it also alters the shifts.

The energy suffers less than the potential. Hartree-Fock minimizes over all determinants and OEP over those generated by a local potential, of which the KLI determinant is one. In a common basis

E_HF ≤ E_OEP ≤ E_KLI. (25)

Because E is stationary at the OEP, a small error in the potential changes the energy only in second order.

**7. A system small enough for hand solution**

Put three electrons of the same spin in a box 0.5 nm long with hard walls and an external potential rising linearly by 2 eV. The interaction is softened as before. On a lattice of 50 points the orbital basis is complete, so the OEP equation can be solved with its true denominators. The self-consistent KLI orbitals give

M_11 = 0.39722, M_12 = 0.30391, M_22 = 0.43172,

and right sides of (17) equal to 0.79888 and 0.21191 eV. With c_3 = 0,

0.60278 c_1 − 0.30391 c_2 = 0.79888 eV,
−0.30391 c_1 + 0.56828 c_2 = 0.21191 eV. (26)

The determinant is 0.60278 × 0.56828 − 0.30391² = 0.25019. Cramer's rule gives

c_1 = (0.79888 × 0.56828 + 0.30391 × 0.21191)/0.25019 eV = 2.072 eV,
c_2 = (0.60278 × 0.21191 + 0.30391 × 0.79888)/0.25019 eV = 1.481 eV. (27)

The dropped third equation follows. Row sums give M_31 = 0.29887 and M_32 = 0.26437, so its left side is −0.29887c_1 − 0.26437c_2 = −1.0108 eV, which is minus the sum of the other two right sides.

The self-consistent energies above Hartree-Fock are

OEP: 16.42 meV
KLI: 22.90 meV
localized Hartree-Fock: 22.87 meV
Slater potential, all c_i = 0: 41.34 meV.

KLI lies 6.5 meV above OEP, the Slater potential 24.9 meV. In this box the shifts thus remove about three quarters of the Slater potential's energy error relative to OEP. The KLI and OEP potentials nevertheless differ by 0.35 eV, as a density-weighted root mean square. The discarded term in (24) has a root mean square of 0.32 eV. A small energy error is therefore no evidence of an equally accurate potential.

**8. Silane**

Silane, SiH4, is a precursor gas for silicon deposition. Take an isolated tetrahedral molecule with a chosen bond length of 0.148 nm. The self-consistent, exchange-only, nonrelativistic KLI calculation uses the def2-TZVPD Gaussian basis. Orbital-pair potentials are expanded in auxiliary Gaussians, and the averages are integrated on an atom-centred grid. There are nine occupied orbitals per spin. The orbital energies and shifts are

Si 1s: −1784.0 eV, c = 86.66 eV
Si 2s: −144.3 eV, c = 21.85 eV
Si 2p: −100.7 eV, c = 14.02 eV
valence a1: −17.92 eV, c = 1.97 eV
valence t2: −13.14 eV, c = 0.

The last digits belong to this basis. In aug-cc-pVTZ the Si 1s level moves by 0.4 eV, the 2s and 2p levels by about 0.15 eV, the valence levels by 0.02 eV or less, and the shifts by up to 0.05 eV.

The HOMO is a filled, threefold degenerate t2 shell. The operator v_x − K̂ has the full symmetry of the molecule, so within this shell it is a multiple of the identity. The three shifts are equal, (19) sets all of them to zero, and rotating the shell's orbitals leaves v_x unchanged. General occupied rotations do not. Mixing Si 2s and valence a1 in equal parts, with the density held fixed, changes the KLI potential by a density-weighted root mean square of 11 eV. The canonical eigenfunctions of h are therefore part of the definition of KLI. By contrast, (14) is unchanged by any such rotation, since its sums are traces over the occupied space.

By (19), the KLI HOMO energy is also the expectation value of the Fock operator built from the KLI orbitals. Its value, −13.14 eV, is close to the Hartree-Fock HOMO energy of −13.24 eV. The KLI determinant lies 0.22 eV above the Hartree-Fock energy of −7925.5 eV (−291.258 hartree). By (25), 0.22 eV is an upper bound on the KLI energy error relative to OEP in this basis, not an estimate of that error. The bound itself depends on the basis: it rises to 0.27 eV when the contraction of def2-TZVPD is removed.

The outer region needs caution. At 0.6 nm from silicon, along a cube axis (hydrogens on alternate cube corners), (20) would give −2.40 eV. The computed potential has an exchange part, v^S, of −2.15 eV and a shift part of +1.84 eV:

v_x = −2.15 eV + 1.84 eV = −0.31 eV. (28)

The HOMO shell supplies only 27% of the density there. Part of the cause can be identified from the numbers. The other 73% carries an average shift of 1.84/0.73 = 2.5 eV, more than the 1.97 eV of the a1 orbital, so core orbitals must contribute. In a local potential that vanishes at infinity, a bound orbital decays roughly as exp(−r√(2m|ε_i|)/ħ). For Si 2p, the slowest-decaying core level, and the HOMO these rates are about 51 and 19 nm⁻¹. Between 0.15 and 0.6 nm the density ratio of 2p to HOMO should fall by some thirteen powers of ten. A visible core share at 0.6 nm is thus an artefact of the Gaussian tails, and the shifts in (13) amplify it. The core share is only about 2%, almost all Si 2s, and gives about 0.4 eV of the shift part. The a1 orbital holds about 71% of the density and gives about 1.4 eV. These shares are not converged. The HOMO share and the shift part become 43% and 1.6 eV when the contraction of the basis is removed, and 7% and 3.6 eV in aug-cc-pVTZ. The value in (28) is therefore a property of the basis tails.

Whether this matters for the lowest empty orbital depends on how far that orbital extends. Its energy is −4.16 eV and the orbital gap is 8.98 eV, but both belong to this basis and are not converged KLI values. Changing to def2-SVPD moves the HOMO by 0.01 eV and the gap by 0.07 eV. That small change does not exclude the tail error, since both bases have Gaussian tails. In aug-cc-pVTZ the lowest empty level is −4.24 eV and the gap 8.89 eV. In def2-TZVPD the next empty level lies only about 0.01 eV above the lowest.

**9. Beside the real molecule**

The orbital gap is not the difference between ionization energy and electron affinity. With KLI orbitals held fixed, replacing v_x by K̂ widens it by

⟨L|K̂ − v_x|L⟩ − ⟨H|K̂ − v_x|H⟩ = 7.0 eV, (29)

where H and L are the highest occupied and lowest empty orbitals. This exchange discontinuity is the largest omission found for the gap, and it inherits the uncertainty of L: in aug-cc-pVTZ it is 6.7 eV.

For ionization at fixed geometry, Hartree-Fock calculations in the smaller def2-SVP basis give −1.12 eV from orbital relaxation for one choice of the hole within the t2 shell, oriented along a face diagonal of the cube. A hole along a bond gives −1.22 eV and one along a cube axis −0.78 eV. Second-order perturbation theory (MP2) for the valence electrons adds +0.57, +0.60 and +0.35 eV in the three cases. Applied to 13.14 eV, these corrections suggest 12.5 to 12.7 eV. This is a rough estimate, since the basis is small and correlation is treated only to second order. The valence MP2 correlation energy of the neutral molecule is −3.6 eV in def2-TZVPD (about −3.9 eV in aug-cc-pVTZ), far larger than the 0.22 eV bound. Scalar relativity lowers the total energy by 14.8 eV in def2-SVP, and by 16.1 eV when the contraction of that basis is removed. In both cases it moves the HOMO by less than 0.01 eV.

Deposition gas is also hot. Take 900 K as a rough temperature and treat two vibrations harmonically, with Hartree-Fock energies in def2-SVP. Symmetric stretching shifts the HOMO by about 0.16 eV at its root-mean-square displacement. A bending mode that splits the t2 shell moves the most affected level by about 0.34 eV, again at the root-mean-square displacement. The remaining modes, molecular collisions and the growing surface are not included, so these numbers describe the isolated molecule and not a deposition rate.
